# Biersack–Haggmark scattering triangle: derivation, stable evaluation and measured error

An ion-implantation simulation can compute the deflection angle of each nuclear collision from the scattering integral or from a closed formula. The Biersack–Haggmark triangle is such a formula. Over the range examined here, its published constants for the universal potential give an rms angular error of 0.64°. A two-node quadrature of a suitably transformed integral gives 0.08°. These figures weight a logarithmic grid evenly; weighted by collision area they become 0.09° and 0.04°. Both methods need the closest approach first, so the choice rests on a few extra potential evaluations, the required accuracy and the treatment of distant collisions.

## Model and closest approach

The collision is classical, elastic and binary, and the target atom is free and initially at rest. Lengths are measured in a screening length \(a\), energies in \(Z_1Z_2e^2/a\), with \(e^2\) in Gaussian form. The potential is

\[
V(R)=\frac{\phi(R)}R,\qquad \phi(R)=\sum_i c_i e^{-k_iR},\qquad \sum_i c_i=1,
\]

with positive \(c_i,k_i\). For the Ziegler–Biersack–Littmark universal potential,

\[
\begin{aligned}
c&=(0.18175,\,0.50986,\,0.28022,\,0.02817),\\
k&=(3.19980,\,0.94229,\,0.40290,\,0.20162),\\
a&=0.8853\,a_0/(Z_1^{0.23}+Z_2^{0.23}),
\end{aligned}
\]

where \(a_0\) is the Bohr radius. Let \(\varepsilon\) be the centre-of-mass energy, \(B=p/a\) the impact parameter and \(\theta\) the centre-of-mass deflection.

If \(v_\infty\) is the initial relative speed, angular momentum conservation gives the angular velocity \(Bv_\infty/R^2\). Energy conservation then gives

\[
\dot R^2=v_\infty^2\left(1-\frac{V}{\varepsilon}-\frac{B^2}{R^2}\right).
\]

At the closest approach \(R_0\) the bracket vanishes:

\[
\frac{V(R_0)}{\varepsilon}+\frac{B^2}{R_0^2}=1. \tag{1}
\]

The left side decreases with \(R_0\), so the root is unique. At \(R_0=B>0\) the left side exceeds 1, hence \(R_0>B\). Since \(\phi\le1\), the root cannot exceed its bare-Coulomb value:

\[
B<R_0\le \frac1{2\varepsilon}+\sqrt{\frac1{4\varepsilon^2}+B^2}. \tag{2}
\]

This bracket makes a root search safe. For \(B=0\), return \(\theta=\pi\).

## The integral without cancellation

Dividing angular by radial velocity and integrating over the two symmetric halves of the orbit gives

\[
\theta=\pi-2B\int_{R_0}^{\infty}
\frac{dR}{R^2\sqrt{1-V/\varepsilon-B^2/R^2}} .
\]

Set \(R=R_0/u\), \(u=\sin t\), and define \(v(u)=V(R_0/u)/\varepsilon\), \(v_0=v(1)\). Equation (1) gives \(B^2/R_0^2=1-v_0\). The radicand becomes

\[
g=1-v-(1-v_0)\sin^2t=\cos^2t+v_0\sin^2t-v .
\]

Since \(dR/R^2=-\cos t\,dt/R_0\), and \(\pi=2\int_0^{\pi/2}dt\),

\[
\theta=2\int_0^{\pi/2}(1-Q)\,dt,\qquad
Q=\frac B{R_0}\frac{\cos t}{\sqrt g}.
\]

Now write \(1-Q=(1-Q^2)/(1+Q)\). The numerator needs

\[
g-(1-v_0)\cos^2t=v_0\sin^2t+v_0\cos^2t-v=v_0-v,
\]

so that

\[
\theta=2\int_0^{\pi/2}\frac{v_0-v}{g(1+Q)}\,dt. \tag{3}
\]

No small angle is formed by subtraction from \(\pi\). The endpoint is a removable zero-over-zero, which Gauss–Legendre nodes avoid.

## The exact triangle

At closest approach the relative velocity is perpendicular to the line joining the atoms. In the centre-of-mass frame each atomic velocity is therefore perpendicular to the force \(F_0=-V'(R_0)\). The two curvature radii are \(m_iv_i^2/F_0\), and their sum is twice the kinetic energy divided by the force:

\[
R_c=\frac{2[\varepsilon-V(R_0)]}{-V'(R_0)}.
\]

Equation (1) gives \(\varepsilon-V=\varepsilon B^2/R_0^2\), while \(-V'=(\phi-R_0\phi')/R_0^2\). Thus

\[
R_c=\frac{2\varepsilon B^2}{\phi(R_0)-R_0\phi'(R_0)}. \tag{4}
\]

The orbit of the relative coordinate has this same radius at its apsis, because its reduced mass times speed squared is also twice the kinetic energy.

Put the force centre at \(O\). Repulsion bends the relative orbit away from \(O\), so the curvature centre \(C\) lies beyond the apsis, at distance \(R_0+R_c\) from \(O\). The asymptotes make angles \((\pi-\theta)/2\) with \(OC\). The projection of \(OC\) on the normal of an asymptote is therefore \((R_0+R_c)\cos(\theta/2)\). It consists of the distance \(B\) from \(O\) to the asymptote and the distance from the asymptote to \(C\). Call the latter \(R_c+\delta\). Then

\[
\cos\frac\theta2=\frac{B+R_c+\delta}{R_0+R_c}. \tag{5}
\]

This is an identity; the approximation enters when \(\delta\) is replaced by a fit.

The sign of \(\delta\) follows from curvature. Away from the apsis the force weakens, the speed grows, and the force component normal to the velocity becomes a smaller fraction of the force. The local radius \(\rho\) therefore satisfies \(\rho\ge R_c\). If the tangent has turned by \(\psi\), its distance from \(C\) is

\[
d(\psi)=R_c\cos\psi+\int_0^\psi\rho(\psi')\sin(\psi-\psi')\,d\psi'\ge R_c,
\]

because replacing \(\rho\) by \(R_c\) gives \(R_c\cos\psi+R_c(1-\cos\psi)=R_c\). Letting \(\psi\to\theta/2\) proves \(\delta\ge0\).

A two-body trajectory tested this geometry at \(\varepsilon=1.0171\), \(B=0.70075\). The orbit radii were 0.992 and 0.389, with sum 1.381, as (4) gives. Its deflection of 44.074° agreed with (3), and the defect measured on the orbit was 0.0744, as (5) requires. The fitted defect described next is 0.0695.

## Where the correction comes from

For a bare Coulomb potential, \(\phi=1\). Let \(h=1/(2\varepsilon)\) and \(s=\sqrt{h^2+B^2}\). Equations (1) and (4) give \(R_0=h+s\) and \(R_c=B^2/h\). With \(w=1/R\), the angle swept in half the orbit is

\[
B\int_0^{1/R_0}\frac{dw}{\sqrt{1-2hw-B^2w^2}}
=\frac\pi2-\arcsin\frac hs,
\]

where the square was completed using \(y=Bw+h/B\), which runs from \(h/B\) to \(s/B\). Hence \(\sin(\theta/2)=h/s\) and \(\cos(\theta/2)=B/s\).

Using \(B^2=s^2-h^2\), the long side is \(R_0+R_c=s+s^2/h\). Equation (5) then yields

\[
\delta=B+\frac{Bs}{h}-B-\frac{B^2}{h}=\frac{B(s-B)}h .
\]

Define \(A=B/h=2\varepsilon B\) and \(F=(s-B)/h=\sqrt{1+A^2}-A\). Since \(R_0-B=h+s-B=h(1+F)\) and \(\delta=hAF\),

\[
\delta=(R_0-B)\frac{AF}{1+F}.
\]

For a screened potential, Biersack and Haggmark keep this form but use

\[
A=2\alpha\varepsilon B^\beta,\qquad
F=\gamma\left(\sqrt{1+A^2}-A\right), \tag{6}
\]

\[
\alpha=1+\frac{C_1}{\sqrt\varepsilon},\quad
\beta=\frac{C_2+\sqrt\varepsilon}{C_3+\sqrt\varepsilon},\quad
\gamma=\frac{C_4+\varepsilon}{C_5+\varepsilon}.
\]

The published universal-potential constants are

\[
(C_1,\ldots,C_5)=(0.99229,\,0.011615,\,0.0071222,\,9.3066,\,14.813).
\]

At high energy \(\alpha,\beta,\gamma\to1\), restoring the Coulomb form. These constants belong to the universal potential; with another screening function their error has to be measured again.

## Stable evaluation and pseudocode

Direct use of (5) loses small angles, since \(1-\cos(\theta/2)\approx\theta^2/8\). In single precision the spacing of numbers just below 1 is about \(6\times10^{-8}\), which corresponds to \(\theta\approx7\times10^{-4}\) rad. Subtracting (5) from 1 analytically gives

\[
D=1-\cos\frac\theta2=\frac{(R_0-B)(1-q)}{R_0+R_c},\qquad q=\frac{AF}{1+F}.
\]

The gap \(R_0-B\) also needs care. From (1), \(1-(B/R_0)^2=v_0\), and factoring the left side gives

\[
R_0-B=\frac{R_0v_0}{1+B/R_0}. \tag{7}
\]

Rationalizing (6) gives \(F=\gamma/(\sqrt{1+A^2}+A)\). Consequently \(q<AF<\gamma/2\). With the published constants \(\gamma<1\), so \(1-q>1/2\) and the cosine cannot exceed 1.

```
input eps > 0, B >= 0
if B = 0: return theta = pi
find R0 from (1), keeping the bracket (2)
phi, dphi = screening function and derivative at R0
v0  = phi/(eps*R0)
gap = R0*v0/(1 + B/R0)
Rc  = 2*eps*B^2/(phi - R0*dphi)

# triangle
A = 2*alpha*eps*B^beta
F = gamma/(sqrt(1 + A^2) + A)
D = gap*(1 - A*F/(1 + F))/(R0 + Rc)
sin2 = D*(2 - D)             # sin^2(theta/2)
theta = 2*atan2(sqrt(sin2), 1 - D)

# alternative: two-node quadrature
sum = 0
for x in (-1/sqrt(3), 1/sqrt(3)):
    t = pi*(1 + x)/4;  u = sin(t);  c2 = cos(t)^2
    v = phi(R0/u)*u/(eps*R0)
    g = c2 + v0*u^2 - v
    Q = (B/R0)*sqrt(c2/g)
    sum += (v0 - v)/(g*(1 + Q))
theta = (pi/2)*sum
```

Both routes use (1) to remove cancellations, so a small relative error in \(R_0\) is not magnified by subtraction. In distant collisions it changes the angle by roughly \(kB\) times as much, in relative terms, where \(k\) is the decay rate of the tail. The root search can therefore stop at a tolerance matched to the accuracy wanted, provided \(\theta\) is capped at \(\pi\): at \(\varepsilon=0.01\), \(B=10^{-3}\), an \(R_0\) low by 0.1% makes both routes return about 3.15 rad. The results below use 80 bisections in \(\log R\). A Newton step kept inside the bracket is a cheaper candidate, with

\[
G=R^2-R\phi/\varepsilon-B^2,\qquad G'=2R-(\phi+R\phi')/\varepsilon.
\]

After the root search, the triangle needs \(\phi\) and \(\phi'\) at one point, which share four exponentials, and one power \(B^\beta\). The two-node rule needs \(\phi\) at \(R_0\) and at two more points, twelve exponentials in all; its trigonometric factors can be stored. These are operation counts, not timings.

## Measured angular error

The reference is (3) with 240 nodes; doubling them changed no angle on the map by more than \(6\times10^{-11}\) rad. The map has 25 energies from \(\varepsilon=0.01\) to 100 and 40 impact parameters from \(B=0.01\) to 20, both equally spaced in logarithm. The rms errors in the table give each point equal weight, not the weight \(B\,dB\) of random collisions. With that weight the published triangle gives 0.090°, two nodes 0.040° and four nodes 0.0012°.

| Method | Rms error |
|---|---:|
| Triangle, \(\delta=0\) | 6.66° |
| Triangle, Coulomb correction | 1.86° |
| Triangle, published constants | 0.64° |
| Quadrature, 2 nodes | 0.079° |
| Quadrature, 4 nodes | 0.0052° |

With the published constants the largest error is \(-1.99°\), at \(\varepsilon=0.147\), \(B=0.493\). At \(\varepsilon=100\) the largest error on the map is 0.12°, but there \(B=0.01\) corresponds to only 53°; for closer collisions the error reaches \(-0.65°\) near \(B=0.002\).

Refitting the five constants to absolute angles on this map gives

\[
(C_1,\ldots,C_5)=(0.76564,\,3.2451,\,3.0548,\,3.0097,\,4.7807).
\]

At points between those used in the fit, the rms error falls from 0.656° to 0.143°. By this measure most of the published formula's error belongs to its constants rather than its functional form. The refit was not assessed for stopping or outside the map, so it is no general replacement.

## Distant collisions

A small absolute error can hide a persistent relative one. Consider a tail dominated by one exponential with rate \(k\), with \(kB\gg1\), \(A\gg1\) and \(kB\,V(B)\ll\varepsilon\). Then \(R_0\approx B\), \(g\approx\cos^2t\) and \(Q\approx1\). With \(z=\pi/2-t\), the dominant region of (3) is near \(z=0\), where \(v\approx v_0e^{-kBz^2/2}\):

\[
\theta\approx v_0\int_0^\infty\frac{1-e^{-kBz^2/2}}{z^2}\,dz
=\frac{V(B)}\varepsilon\sqrt{\frac{\pi kB}{2}} .
\]

The integral follows from \(\int_0^\infty(1-e^{-cz^2})z^{-2}dz=\sqrt{\pi c}\), obtained by differentiating with respect to \(c\) and integrating back from \(c=0\).

For the triangle, (7) gives \(R_0-B\approx BV/(2\varepsilon)\), while \(R_c\approx2\varepsilon/(kV)\gg R_0\) and \(q\to\gamma/2\). Since \(D\approx\theta^2/8\),

\[
\theta_{\rm tri}^2\approx
8\,\frac{BV}{2\varepsilon}\,\frac{kV}{2\varepsilon}\left(1-\frac\gamma2\right)
=(2-\gamma)kB\frac{V^2}{\varepsilon^2},
\]

\[
\frac{\theta_{\rm tri}}{\theta}\to\sqrt{\frac{2(2-\gamma)}\pi}. \tag{8}
\]

For \(\gamma\to1\) the limit is 0.80. At \(B=100\), the computed ratios for \(\varepsilon=0.1\), 1 and 100 are 0.940, 0.932 and 0.822; equation (8) gives 0.934, 0.926 and 0.817.

A fixed two-node rule has its own distant failure. The integrand peak near \(t=\pi/2\) has width of order \((kB)^{-1/2}\), whereas the last node stays 0.33 rad from the endpoint. When the peak is much narrower than that, the rule misses much of it: at \(\varepsilon=1\) it gives 1.06 times the correct angle at \(B=100\), but only 0.65 times at \(B=500\). If relative accuracy of tiny angles matters, one can add nodes as \(B\) grows, concentrate them near \(t=\pi/2\) on the scale \((kB)^{-1/2}\), or use a separate small-angle formula for the tail.

## Boron in silicon

Take boron-11 at \(E=10\) keV in amorphous silicon, the regime of a shallow p-type implant, with masses 11.009 u and 28.085 u and a round density \(N=50\) atoms/nm³. The screening length is \(a=0.01427\) nm. The centre-of-mass energy is \(10\,000\times28.085/39.094=7184\) eV, and \(Z_1Z_2e^2/a=70(1.440)/0.01427\approx7064\) eV, so \(\varepsilon=1.017\).

In the centre-of-mass frame the target's speed is unchanged while its direction turns by \(\theta\). Transforming back to the laboratory gives the recoil energy

\[
T=\Lambda E\sin^2\frac\theta2,\qquad
\Lambda=\frac{4M_1M_2}{(M_1+M_2)^2}=0.8092.
\]

| \(p\) (nm) | \(\theta\), integral | \(\theta\), triangle | \(T\), integral (eV) | \(T\), triangle (eV) |
|---:|---:|---:|---:|---:|
| 0.005 | 83.92° | 84.12° | 3618 | 3631 |
| 0.020 | 17.65° | 17.87° | 190.4 | 195.2 |
| 0.050 | 3.000° | 2.987° | 5.55 | 5.50 |
| 0.100 | 0.433° | 0.423° | 0.116 | 0.110 |

At 0.020 nm, for example, \(T=8092\sin^2(8.824°)=190.4\) eV. The triangle is 2.5% high there and 4.7% low at 0.100 nm, relative to the integral.

Nuclear stopping averages the recoil energy over area:

\[
S_n=N\int_0^\infty T\,2\pi p\,dp
=N\pi a^2\Lambda E\int_0^\infty\sin^2\frac\theta2\,d(B^2).
\]

At 1, 10 and 100 keV the integral gives 81.0, 79.1 and 30.9 eV/nm. The triangle errs by \(-1.3\%\), \(+1.3\%\) and \(+1.7\%\). The error is not monotonic: it is \(+2.6\%\) at 30 keV, and within 1.5% at energies sampled from 30 eV to 10 keV. Such an average does not certify each deflection: at 10 keV the stopping is 1.3% high, while the recoil energy at 0.100 nm is 4.7% low.

For a real implant, the largest omission sized here at 10 keV is electronic stopping. The Lindhard–Scharff estimate

\[
S_e=8\pi Ne^2a_0\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0^{\rm B}},
\]

with ion speed \(v\) and Bohr speed \(v_0^{\rm B}\), gives 65 eV/nm. Adding it raises the total from 79 to 144 eV/nm. Replacing the universal potential by the Molière potential with the Firsov length changes nuclear stopping by \(+2.3\%\), more than the triangle does. The free-target assumption is doubtful below a displacement energy of roughly 15 eV; such recoils carry 3.3% of nuclear stopping. Cutting off impact parameters at \(N^{-1/3}/\sqrt\pi=0.153\) nm omits 0.007% at 10 keV; as the ion slows this share grows, to 1.1% at 100 eV. A wave packet with transverse position spread \(\sigma\) has a diffraction spread of at least \(1/(2K\sigma)\), with \(K\) the relative wave number, and a classical spread \(|d\theta/dp|\,\sigma\). For \(\sigma=p=0.100\) nm the first is only 1.3% of \(\theta\), but the second is about \(3\theta\). Adding them in quadrature and minimizing over \(\sigma\) gives \(\sqrt{|d\theta/dp|/K}\), about 29% of \(\theta\), so a single distant deflection is not sharply defined. The cross-section is far less sensitive: its eikonal value agrees with the classical one to about 0.1% for \(p\) from 0.05 to 0.15 nm. Crystalline wafers also permit channelling, which the amorphous model omits and these estimates do not size.

For this implant, the triangle suffices if a nuclear-stopping error of one or two per cent is acceptable. If individual angles matter within the mapped range, quadrature has the smaller worst case: the largest relative error on the map is 16% for the triangle, 0.9% for two nodes and 0.07% for four. Two nodes are not better everywhere; the triangle is closer at about 8% of the map points, including \(p=0.050\) nm in the table above. The numerical output below gives the remaining digits.

## Numbers as computed

```
Inputs: B-11 11.009 u, Si 28.085 u, density 50 nm^-3
Screening length a = 0.014270 nm; max transfer fraction = 0.80921
Reduced energy at 10 keV = 1.01707
Coulomb limit, max error: quadrature 8.3e-12, triangle 4.4e-16 rad
Trajectory eps=1.0171, B=0.70075: theta=44.0736 deg, quadrature 44.0736 deg
  R0=0.94513 a, Rc=1.38104 a; orbit radii 0.99216 + 0.38891 a
  defect: orbit 0.07444, exact 0.07444, fitted 0.06954 a
Trajectory eps=0.1000, B=2.10224: theta=53.9599 deg, quadrature 53.9599 deg
  R0=2.89273 a, Rc=2.60987 a; orbit radii 1.87493 + 0.73495 a
  defect: orbit 0.19161, exact 0.19161, fitted 0.19870 a
Map eps 0.01-100, B 0.01-20: quadrature refinement 5.8e-11 rad
Exact delta/(R0-B) ranges 0.00075 to 0.45359
published constants: rms 0.639 deg, largest -1.990 deg at eps=0.147, B=0.493
Coulomb correction: rms 1.856 deg, largest +7.272 deg at eps=0.01, B=2.34
no correction: rms 6.663 deg, largest +17.896 deg at eps=46.4, B=0.01
  eps=0.01: largest triangle error 1.057 deg
  eps=0.10: largest triangle error 1.972 deg
  eps=1.00: largest triangle error 1.479 deg
  eps=10.00: largest triangle error 1.032 deg
  eps=100.00: largest triangle error 0.118 deg
2-node quadrature: rms error 0.0791 deg
4-node quadrature: rms error 0.0052 deg
8-node quadrature: rms error 0.0003 deg
Refitted C1..C5: 0.76564, 3.2451, 3.0548, 3.0097, 4.7807
Held-out rms: published 0.656 deg, refitted 0.143 deg
B=100, eps=0.1: triangle/exact angle 0.9401, limit 0.9336
B=100, eps=1: triangle/exact angle 0.9322, limit 0.9264
B=100, eps=100: triangle/exact angle 0.8218, limit 0.8168
p=0.005 nm: theta exact 83.9241, triangle 84.1155 deg; T 3617.8, 3631.2 eV
p=0.020 nm: theta exact 17.6485, triangle 17.8684 deg; T 190.43, 195.17 eV
p=0.050 nm: theta exact 3.0002, triangle 2.9871 deg; T 5.5458, 5.4976 eV
p=0.100 nm: theta exact 0.4331, triangle 0.4229 deg; T 0.11557, 0.11019 eV
1 keV (eps=0.1017): nuclear stopping exact 80.997, triangle 79.947 eV/nm (-1.30 %)
10 keV (eps=1.0171): nuclear stopping exact 79.089, triangle 80.138 eV/nm (+1.33 %)
100 keV (eps=10.1707): nuclear stopping exact 30.896, triangle 31.413 eV/nm (+1.67 %)
Electronic stopping (Lindhard-Scharff) 65.00 eV/nm, 0.822 of nuclear
Moliere potential, Firsov length 0.014223 nm: nuclear stopping 80.885 eV/nm (+2.27 %)
Quantum spread at p=0.10 nm: 9.590e-05 rad, 0.0127 of theta
Cutoff p_max = 0.1531 nm; stopping share beyond it 0.0071 %
Recoil equals rough 15 eV at p = 0.0402 nm; softer collisions carry 3.26 % of stopping
```
